# Polaritons and dark states of the Tavis-Cummings model with unequal couplings, part 2

One lossless cavity mode (photon energy \(E_c\), operators \(a,a^\dagger\)) is coupled to \(N\) two-level emitters with excitation energy \(E_0\), lowering and raising operators \(\sigma_j^-,\sigma_j^+\), and complex couplings \(g_j\). Energies are in eV or meV and times in fs; the vacuum field is computed in SI units. The vacuum \(|\mathrm{vac}\rangle\), with no photon and all emitters in the ground state, has energy zero. In the rotating-wave approximation and without direct emitter interaction,
\[
H=E_c\,a^\dagger a+E_0\sum_{j=1}^N\sigma_j^+\sigma_j^-+\sum_{j=1}^N\left(g_j\,a^\dagger\sigma_j^-+g_j^*\,a\,\sigma_j^+\right).
\]
It conserves \(N_{\rm ex}=a^\dagger a+\sum_k\sigma_k^+\sigma_k^-\). The sector \(N_{\rm ex}=1\) has the basis \(|\gamma\rangle=a^\dagger|\mathrm{vac}\rangle\), \(|e_j\rangle=\sigma_j^+|\mathrm{vac}\rangle\), with
\[
H|e_j\rangle=E_0|e_j\rangle+g_j|\gamma\rangle,\qquad H|\gamma\rangle=E_c|\gamma\rangle+\sum_j g_j^*|e_j\rangle. \tag{1}
\]
Let \(G=(\sum_j|g_j|^2)^{1/2}>0\), \(g_{\rm rms}=G/\sqrt N\), \(\Delta=E_c-E_0\) and \(\Omega=\sqrt{\Delta^2+4G^2}\). The bright state is \(|B\rangle=\frac1G\sum_jg_j^*|e_j\rangle\), with emitter weights \(p_j=|g_j|^2/G^2\). An emitter state \(\sum_jc_j|e_j\rangle\) is dark (no photon, energy \(E_0\)) if and only if
\[
\sum_jg_jc_j=0, \tag{2}
\]
that is, if it is orthogonal to \(|B\rangle\). Dark refers to this mode only; such a state may still radiate into free space. The \(N-1\) dark states have the projector \(P_D=\sum_j|e_j\rangle\langle e_j|-|B\rangle\langle B|\) and, with \(g_1\neq0\), \(S_k=\sum_{j\le k}|g_j|^2\) and \(k=2,\dots,N\), the orthonormal basis
\[
|D_k\rangle=\frac{g_k\sum_{j<k}g_j^*|e_j\rangle-S_{k-1}|e_k\rangle}{\sqrt{S_{k-1}S_k}}. \tag{3}
\]
The polaritons are \(|+\rangle=\cos\theta\,|\gamma\rangle+\sin\theta\,|B\rangle\) and \(|-\rangle=-\sin\theta\,|\gamma\rangle+\cos\theta\,|B\rangle\), where \(\cos2\theta=\Delta/\Omega\), \(\sin2\theta=2G/\Omega\) and \(0<\theta<\pi/2\), with energies
\[
E_\pm=\frac{E_c+E_0}{2}\pm\frac12\sqrt{\Delta^2+4G^2}. \tag{4}
\]
Their photon weights are \(\tfrac12(1\pm\Delta/\Omega)\). At resonance, \(\Delta=0\), the splitting is \(2G\), its minimum over the detuning. Two wrong estimates of it are \(2\sqrt N\) times the mean of \(|g_j|\), too small unless all moduli are equal, and \(2\sum_j|g_j|\), too large if two or more emitters are coupled.

## Time evolution at resonance

For \(\Delta=0\), \(|\pm\rangle=(\pm|\gamma\rangle+|B\rangle)/\sqrt2\). Both \(|\gamma\rangle\) and \(|B\rangle\) have weight \(\tfrac12\) in each polariton, so with \(U=e^{-iHt/\hbar}\),
\[
\langle\gamma|U|\gamma\rangle=\langle B|U|B\rangle=\tfrac12e^{-iE_0t/\hbar}\big(e^{-iGt/\hbar}+e^{iGt/\hbar}\big)=e^{-iE_0t/\hbar}\cos(Gt/\hbar).
\]
An initial photon survives with probability \(\cos^2(Gt/\hbar)\), of period \(T=\pi\hbar/G\). An initially excited emitter is split as \(|e_j\rangle=|B\rangle\langle B|e_j\rangle+P_D|e_j\rangle\), with weights \(p_j\) and \(1-p_j\). The dark part only acquires the phase \(e^{-iE_0t/\hbar}\), and \(U\) does not connect it to the bright part, so
\[
|\langle e_j|U|e_j\rangle|^2=\big[1-p_j+p_j\cos(Gt/\hbar)\big]^2. \tag{5}
\]
For \(0<p_j<1\) the period is \(2T\), because the bright amplitude has changed sign relative to the dark one at \(t=T\). For \(p_j=1\) there is no dark part and (5) reduces to \(\cos^2(Gt/\hbar)\), of period \(T\); for \(p_j=0\) the survival probability stays equal to one. When \(N\) is large and every \(p_j\) is small, a local excitation is almost entirely dark.

## Worked example

The inputs are chosen, and are roughly those of dye molecules in a nanocavity: \(N=4\), \(E_c=2.00\) eV \(=3.2044\times10^{-19}\) J, transition dipole \(\mu=5.0\) D \(=1.6678\times10^{-29}\) C m, and effective mode volume \(V=100\) nm\(^3=10^{-25}\) m\(^3\). The field operator at the emitters is \(F_{\rm vac}(a+a^\dagger)\), whose square has the vacuum mean \(F_{\rm vac}^2\). Taking half of the zero-point energy \(E_c/2\) to be electric, as for a mode in empty space, gives \(\tfrac12\varepsilon_0F_{\rm vac}^2V=E_c/4\), and
\[
F_{\rm vac}=\sqrt{\frac{E_c}{2\varepsilon_0V}}=\sqrt{\frac{3.2044\times10^{-19}}{2\times8.8542\times10^{-12}\times10^{-25}}}\ \text{V/m}=4.2538\times10^{8}\ \text{V/m}.
\]
The coupling of an aligned dipole is
\[
g_0=\mu F_{\rm vac}=1.6678\times10^{-29}\times4.2538\times10^8\ \text{J}\times\frac{2.00\ \text{eV}}{3.2044\times10^{-19}\ \text{J}}=44.281\ \text{meV}.
\]
The dipoles make angles \(\alpha_j=0^\circ,30^\circ,60^\circ,120^\circ\) with the field, and \(g_j=g_0\cos\alpha_j\); the overall minus sign of the dipole interaction is a common phase and is dropped. The cosines are \(1,\ 0.8660,\ 0.5,\ -0.5\), so \(g_j=44.281,\ 38.349,\ 22.141,\ -22.141\) meV. The partial sums \(S_k/g_0^2\) are \(1.00,\ 1.75,\ 2.00,\ 2.25\), giving \(G=\sqrt{2.25}\,g_0=1.5\,g_0=66.422\) meV and \(g_{\rm rms}=G/2=33.211\) meV. The ratio \(G/E_c\) is \(0.0332\). All numbers are computed from unrounded constants, so recomputing them from the rounded factors shown can change the last digit. The digits serve to compare formula and diagonalization within the model. The rotating-wave approximation alone already shifts the levels by amounts of order \(1\) meV here (last section); the errors from the other assumptions (no loss, equal energies, no direct interaction, the empty-space vacuum field) are not estimated by that number. The direct dipole-dipole coupling \(\mu^2/4\pi\varepsilon_0R^3\) of two such dipoles in vacuum is about \(0.6\) meV at \(R=2.9\) nm, \(2\) meV at \(2\) nm and \(16\) meV at \(1\) nm, so at the spacings of four emitters in \(100\) nm\(^3\) it is comparable to or larger than the rotating-wave error and splits the dark levels by itself.

The bright amplitudes are \(\cos\alpha_j/1.5=0.6667,\ 0.5774,\ 0.3333,\ -0.3333\), and the weights are \(p_j=0.4444,\ 0.3333,\ 0.1111,\ 0.1111\). Equation (3) gives
\[
\begin{aligned}
D_2&=(0.6547,\,-0.7559,\,0,\,0),\\
D_3&=(0.2673,\,0.2315,\,-0.9354,\,0),\\
D_4&=(-0.2357,\,-0.2041,\,-0.1179,\,-0.9428).
\end{aligned}
\]
For instance, \(D_2=(0.8660,-1,0,0)/\sqrt{1.00\times1.75}\), and (2) reads \(1\times0.6547-0.8660\times0.7559=0\) within one unit of the last digit. Emitter 1 has no dipole component across the field and emitter 2 has one, so \(D_2\) is not dark to free space.

At resonance, \(E_0=2.00\) eV, numerical diagonalization gives the levels \(1.93358,\ 2.00000\) (three times) and \(2.06642\) eV, with photon weights \(0.5,\ 0,\ 0,\ 0,\ 0.5\). The splitting is \(132.844\) meV \(=2G\), and a numerical minimization over the detuning finds the same value as the minimum. The emitter weights in each polariton are \(p_j/2=0.2222,\ 0.1667,\ 0.0556,\ 0.0556\). The wrong estimates are \(126.911\) meV from the mean modulus and \(253.822\) meV from the sum of moduli.

With \(E_0=1.90\) eV and the same couplings, \(\Delta=100.0\) meV and \(\Omega=\sqrt{100.0^2+132.844^2}=166.275\) meV. Then \(\tan2\theta=132.844/100.0\) gives \(\theta=26.514^\circ\), and \(E_\pm=1.95\ \text{eV}\pm\Omega/2=2.03314\) and \(1.86686\) eV. The three dark states follow the emitters to \(1.90000\) eV and are no longer midway between the polaritons. The photon weights are \(\tfrac12(1\pm100.0/166.275)=0.8007\) (upper) and \(0.1993\) (lower).

At resonance, \(T=\pi\times0.65821/0.066422\) fs \(=31.132\) fs. By (5), the survival of \(|e_j\rangle\) is \((1-p_j)^2=0.3086,\ 0.4444,\ 0.7901,\ 0.7901\) at \(T/2\) and \((1-2p_j)^2=0.0123,\ 0.1111,\ 0.6049,\ 0.6049\) at \(T\), as obtained from the numerical matrix exponential of the full Hamiltonian. These numbers belong to the lossless model. A volume of \(100\) nm\(^3\) at \(2\) eV is about \(3\times10^{-6}(\lambda/2)^3\) and is reached only by plasmonic modes, which are strongly damped. Replacing \(E_c\) by \(E_c-i\kappa/2\) with \(\kappa=E_c/Q=125\) meV (\(Q=16\), photon lifetime \(\hbar/\kappa=5.3\) fs), an initial photon returns at \(T\) with probability \(0.07\) instead of \(1\), the emitter survivals at \(T\) become \(0.23,\ 0.37,\ 0.76,\ 0.76\), and the real parts of the polariton energies are \(117\) meV apart.

## Unequal emitter energies

Let emitter \(j\) have energy \(E_j\), all \(E_j\) distinct and all \(g_j\ne0\). For an eigenstate \(b|\gamma\rangle+\sum_jc_j|e_j\rangle\), equation (1) with \(E_j\) in place of \(E_0\) gives \((E-E_j)c_j=g_j^*b\) and \((E-E_c)b=\sum_jg_jc_j\). Assuming \(b\neq0\) and inserting \(c_j=g_j^*b/(E-E_j)\),
\[
\Phi(E)\equiv E-E_c-\sum_j\frac{|g_j|^2}{E-E_j}=0,\qquad |b|^2=\Big[1+\sum_j\frac{|g_j|^2}{(E-E_j)^2}\Big]^{-1},
\]
where the second relation is the normalization \(|b|^2+\sum_j|c_j|^2=1\). The derivative \(\Phi'=1+\sum_j|g_j|^2/(E-E_j)^2\) is positive. The function \(\Phi\) tends to \(-\infty\) just above each pole and as \(E\to-\infty\), and to \(+\infty\) just below each pole and as \(E\to+\infty\). It therefore has exactly one root in each of the \(N+1\) intervals into which the \(E_j\) cut the axis. These are all the eigenvalues, and each has \(|b|^2>0\): no state is strictly dark.

In the example, the chosen offsets \(E_j-E_c=10,\ -5,\ 5,\ -10\) meV give, by diagonalization, levels at \(-65.783,\ -9.011,\ 0.482,\ 6.302,\ 68.009\) meV relative to \(E_c\), which interlace the offsets. The photon weights are \(0.50129,\ 0.00166,\ 0.00999,\ 0.00224,\ 0.48482\), so the middle states are nearly dark. This holds whenever the spread \(W\) of the \(E_j\) is small compared with \(G\): a middle root lies between the lowest and the highest \(E_j\), so \(|E-E_j|\le W\) for all \(j\) and \(|b|^2\le[1+G^2/W^2]^{-1}\), an upper bound. The polaritons are not symmetric about \(E_c\), although the offsets average to zero. The bright state feels the weighted mean \(\sum_jp_j(E_j-E_c)=(4\times10-3\times5+5-10)/9\) meV \(=20/9\) meV, with \(p_j=\tfrac49,\tfrac39,\tfrac19,\tfrac19\). Each polariton is half bright and shifts in first order by half of this, in agreement with the midpoint \((68.009-65.783)/2\approx1.11\) meV. The splitting grows by \(0.948\) meV to \(133.792\) meV, which second-order perturbation theory in \(V_\delta=\sum_j\delta_j|e_j\rangle\langle e_j|\), \(\delta_j=E_j-E_c\), accounts for. The squared coupling of \(|B\rangle\) to the dark space is \(\|P_DV_\delta|B\rangle\|^2=\sum_jp_j\delta_j^2-\big(\sum_jp_j\delta_j\big)^2=600/9-(20/9)^2=61.73\) meV\(^2\). Each polariton is half bright and lies a distance \(G\) from the dark states, so each is pushed outward by \(61.73\ \text{meV}^2/2G\), and the splitting grows by \(61.73/66.422=0.929\) meV. The matrix element \(\tfrac12\cdot\tfrac{20}{9}\) meV between the two polaritons, a distance \(2G\) apart, adds \((20/9)^2\ \text{meV}^2/4G=0.019\) meV.

## Counter-rotating terms

For real couplings the dropped terms are \(\sum_jg_j(a\sigma_j^-+a^\dagger\sigma_j^+)\). They change \(N_{\rm ex}\) by two, so the sector is no longer closed. Acting on the vacuum, they reach the states \(a^\dagger\sigma_j^+|\mathrm{vac}\rangle\) of unperturbed energy \(E_c+E_0\) with matrix element \(g_j\), and second-order perturbation theory in the whole coupling lowers the vacuum by \(G^2/(E_c+E_0)\). This sets the scale of the corrections, \(1.103\) meV in the resonant example.

Numerical diagonalization with these terms included, with a converged photon cutoff and energies measured from the new ground state, shifts the five excitation energies by \(-0.756,\ 0.246,\ 0.379,\ 0.848,\ -0.716\) meV. Halving all couplings reduces the largest shift by a factor \(4.004\), as expected of a second-order effect. The polaritons move almost together, so their splitting hardly changes, but the three dark levels are no longer degenerate. Second order shows why. From \(|e_j\rangle\) the dropped terms reach \(a^\dagger\sigma_l^+|e_j\rangle\) only for \(l\ne j\), because an excited emitter cannot be excited again, and these states lie \(E_c+E_0\) higher up to corrections of order \(G\). Returning by \(a\sigma_l^-\) gives the diagonal element \(-(G^2-g_j^2)/(E_c+E_0)\), and returning by \(a\sigma_j^-\) gives the element \(-g_lg_j/(E_c+E_0)\) to \(|e_l\rangle\). Measured from the shifted vacuum, the effective matrix is \((2g_j^2\delta_{lj}-g_lg_j)/(E_c+E_0)\). Its second term vanishes on dark states by (2), and the first differs between emitters with different \(g_j^2\) (for equal moduli it is a multiple of the identity, and the dark levels shift together without splitting). Its trace over the dark space is \(2G^2(1-\sum_jp_j^2)/(E_c+E_0)=\tfrac43\times1.103=1.471\) meV, close to the sum \(0.246+0.379+0.848=1.473\) meV of the computed shifts. The dipole self-energy of the full dipole-gauge Hamiltonian is also quadratic in the couplings and was not included, so these shifts indicate the size of the error of the rotating-wave model and are not a prediction for real molecules. Not even their signs are fixed: adding the self-energy in its two-level projection, \(\big[\sum_jg_j(\sigma_j^++\sigma_j^-)\big]^2/E_c\), changes the five shifts to \(0.740,\ -0.847,\ -0.378,\ -0.245,\ 0.731\) meV.

## Table of computed values

```
inputs: N = 4, Ec = 2.00 eV, mu = 5.0 D, V = 100 nm^3
angles alpha_j (deg): 0 30 60 120
mu = 1.6678e-29 C m, eps0 = 8.8542e-12 F/m, hbar = 0.65821 eV fs
Ec = 3.2044e-19 J, F_vac = 4.2538e+08 V/m, g0 = 44.281 meV
cos alpha_j: 1.0000 0.8660 0.5000 -0.5000
g_j (meV): 44.281 38.349 22.141 -22.141
partial sums S_k/g0^2: 1.00 1.75 2.00 2.25
G = 66.422 meV, G/g0 = 1.5000, G/Ec = 0.0332, g_rms = 33.211 meV
bright state amplitudes: 0.6667 0.5774 0.3333 -0.3333
weights p_j: 0.4444 0.3333 0.1111 0.1111
dark state D_2 amplitudes: 0.6547 -0.7559 0.0000 0.0000
dark state D_3 amplitudes: 0.2673 0.2315 -0.9354 0.0000
dark state D_4 amplitudes: -0.2357 -0.2041 -0.1179 -0.9428
resonance E0 = 2.00 eV, levels (eV): 1.93358 2.00000 2.00000 2.00000 2.06642
splitting = 132.844 meV, 2G = 132.844 meV
photon weights: 0.5000 0.0000 0.0000 0.0000 0.5000
emitter weights in each polariton: 0.2222 0.1667 0.0556 0.0556
wrong: 2 sqrt(N) mean|g| = 126.911 meV, 2 sum|g| = 253.822 meV
detuned E0 = 1.90 eV, Delta = 100.0 meV, levels (eV): 1.86686 1.90000 1.90000 1.90000 2.03314
Omega = 166.275 meV, theta = 26.514 deg
photon weight upper = 0.8007, lower = 0.1993
minimum splitting over detuning = 132.844 meV
photon population period pi hbar/G = 31.132 fs
survival of |e_j> at t = T/2: 0.3086 0.4444 0.7901 0.7901
survival of |e_j> at t = T: 0.0123 0.1111 0.6049 0.6049
disorder E_j - Ec (meV): 10.0 -5.0 5.0 -10.0
disorder levels - Ec (meV): -65.783 -9.011 0.482 6.302 68.009
disorder photon weights: 0.50129 0.00166 0.00999 0.00224 0.48482
disorder splitting = 133.792 meV
scale G^2/(Ec+E0) = 1.103 meV
counter-rotating shifts of the 5 levels (meV): -0.756 0.246 0.379 0.848 -0.716
ratio of largest shift, g versus g/2 = 4.004
```
